\section*{Equilateral H3+ with floating correlated Gaussians and D3h projection}

\section{Problem}

Three protons are fixed at the corners of an equilateral triangle of side $R=1.65$ bohr, and two electrons move in their field. Compute the ground-state energy with floating correlated Gaussians projected onto the totally symmetric representation of $D_{3h}$. How close does a basis of 80 projected functions come to the limit, given as $-1.343836$ hartree?

Hartree atomic units are used. With proton positions $\mathbf C_a$, the Hamiltonian is
\begin{equation}
H=-\tfrac12(\nabla_1^2+\nabla_2^2)-\sum_{i=1}^{2}\sum_{a=1}^{3}\frac1{|\mathbf r_i-\mathbf C_a|}+\frac1{r_{12}}+\frac3R .
\end{equation}
Nuclear motion, relativity and radiative effects are left out. The stated limit belongs to this model. It is a yardstick taken from outside and plays no part in the optimization.

\section{A first estimate by scaling}

Let both electrons occupy one spherical cloud at the centroid, whose size is the one adjustable length:
\begin{equation}
\phi=e^{-a(r_1^2+r_2^2)} .
\end{equation}
Lengths scale as $a^{-1/2}$, so the kinetic energy must scale as $a$ and the electron repulsion as $\sqrt a$. The attraction also contains the fixed distance $d=R/\sqrt3=0.952628$ bohr from centroid to proton.

The prefactors need one electrostatic result. A unit charge with density $\rho(v)=(\pi q)^{-3/2}e^{-v^2/q}$ encloses within radius $d$ the charge
\begin{equation}
Q(d)=4\pi\int_0^d v^2\rho\,dv=\operatorname{erf}\!\frac{d}{\sqrt q}-\frac{2d}{\sqrt{\pi q}}e^{-d^2/q},
\end{equation}
by one integration by parts. The potential at $d$ is $Q(d)/d$ plus that of the outer shells, $4\pi\int_d^\infty v\rho\,dv=2e^{-d^2/q}/\sqrt{\pi q}$. The exponentials cancel. For a vector $\mathbf v$ spread with this density about a mean of length $d$, this leaves
\begin{equation}
\Big\langle\frac1{|\mathbf v|}\Big\rangle=\frac{\operatorname{erf}(d/\sqrt q)}{d},
\qquad \lim_{d\to0}=\frac{2}{\sqrt{\pi q}} . \label{smear}
\end{equation}

Each electron has density proportional to $e^{-2ar^2}$, so $q=1/(2a)$. The variances of two independent positions add, so $q=1/a$ for $\mathbf r_1-\mathbf r_2$. The kinetic energy per electron is $\frac12\langle|2a\mathbf r|^2\rangle=2a^2\cdot3/(4a)=3a/2$. Hence
\begin{equation}
E(a)=3a+2\sqrt{\frac a\pi}-\frac6d\operatorname{erf}(\sqrt{2a}\,d)+\frac3R . \label{est}
\end{equation}
Setting $dE/da=0$ and multiplying by $\sqrt{\pi a}$ gives
\begin{equation}
3\sqrt{\pi a}+1=6\sqrt2\,e^{-2ad^2}.
\end{equation}
At $a=3/8$ bohr$^{-2}$ the two sides are 4.26 and 4.30, which is close enough for an estimate. This choice also makes $\sqrt{2a}\,d=R/2=0.825$. The series
\begin{equation}
\operatorname{erf}x=\frac2{\sqrt\pi}\Big(x-\frac{x^3}{3}+\frac{x^5}{10}-\frac{x^7}{42}+\frac{x^9}{216}-\frac{x^{11}}{1320}+\dots\Big)
\end{equation}
gives $\operatorname{erf}(0.825)=0.7567$. In hartree,
\begin{equation}
E\approx1.125+0.691-4.766+1.818=-1.132 .
\end{equation}

Two limits show what this estimate can do. For $R\to0$ the electronic part becomes $3a-(12\sqrt2-2)\sqrt{a/\pi}$. This is a quadratic in $\sqrt a$ with minimum $-(12\sqrt2-2)^2/(12\pi)\approx-5.94$ hartree, a one-Gaussian bound for two electrons around a charge of three. For large $R$ the estimate fails. Since $\operatorname{erf}\le1$ and the kinetic and repulsion terms are positive, $E(a)\ge(3-6\sqrt3)/R$, which tends to zero, whereas two distant hydrogen atoms and a proton have energy $-1$ hartree. A cloud tied to the centroid cannot follow the protons.

\section{Solution with correlated Gaussians}

\subsection{The basis functions}

The cloud is now allowed to float, to have different widths for the two electrons, and to depend on their separation:
\begin{equation}
\phi=\exp[-a|\mathbf r_1-\mathbf P|^2-b|\mathbf r_2-\mathbf Q|^2-g\,r_{12}^2],
\end{equation}
with $a,b>0$, $g\ge0$ and $\mathbf P,\mathbf Q$ in the molecular plane. Collecting quadratic and linear terms gives, up to a constant factor,
\begin{equation}
\phi\propto\exp\Big[-\sum_{ij}A_{ij}(\mathbf r_i-\mathbf s_i)\cdot(\mathbf r_j-\mathbf s_j)\Big],\quad
A=\begin{pmatrix}a+g&-g\\-g&b+g\end{pmatrix},
\end{equation}
where the linear terms require $A\mathbf s=(a\mathbf P,b\mathbf Q)^T$. Because $\det A=ab+g(a+b)>0$, the function is normalizable. Below, $\mathbf s$ is a column of two vectors, and products of such columns include the Cartesian dot product.

\subsection{Overlap}

For functions $k$ and $l$ define
\begin{equation}
A=A_k+A_l,\qquad M=A_kA^{-1}A_l,\qquad \mathbf D=\mathbf s_k-\mathbf s_l .
\end{equation}
The product $\phi_k\phi_l$ is a Gaussian with matrix $A$ and centre $\mathbf m=A^{-1}(A_k\mathbf s_k+A_l\mathbf s_l)$. Therefore $\mathbf m-\mathbf s_k=-A^{-1}A_l\mathbf D$ and $\mathbf m-\mathbf s_l=A^{-1}A_k\mathbf D$. The matrix $M=A_k-A_kA^{-1}A_k$ is symmetric, so
\begin{equation}
A_k(\mathbf m-\mathbf s_k)=-M\mathbf D,\qquad A_l(\mathbf m-\mathbf s_l)=M\mathbf D. \label{force}
\end{equation}
The exponent left over at the centre is
\begin{equation}
\gamma=-(\mathbf m-\mathbf s_k)^TM\mathbf D+(\mathbf m-\mathbf s_l)^TM\mathbf D=\mathbf D^TM\mathbf D .
\end{equation}
The six-dimensional Gaussian integral is $(\pi^2/\det A)^{3/2}$. Each norm integral has the matrix $2A_k$, with determinant $4\det A_k$. For normalized primitives,
\begin{equation}
S_{kl}=\frac{(16\det A_k\det A_l)^{3/4}}{(\det A)^{3/2}}\,e^{-\gamma}. \label{S}
\end{equation}

The matrix $M$ needs no explicit inverse. From its definition, $M^{-1}=A_k^{-1}+A_l^{-1}$. For $2\times2$ matrices the adjugate is linear, so $M^{-1}=\operatorname{adj}B$ with $B=A_k/\det A_k+A_l/\det A_l$, and $M=B/\det B$. Since $\det B=\det M^{-1}=\det A/(\det A_k\det A_l)$,
\begin{equation}
M=\frac{\det A_l\,A_k+\det A_k\,A_l}{\det A}. \label{M}
\end{equation}

\subsection{Kinetic energy}

Integration by parts gives $T_{kl}=\frac12\sum_i\int\nabla_i\phi_k\cdot\nabla_i\phi_l$, and $\nabla_i\phi_k=-2[A_k(\mathbf r-\mathbf s_k)]_i\phi_k$. Write $\mathbf r=\mathbf m+\mathbf x$ and use (\ref{force}):
\begin{equation}
T_{kl}=2S_{kl}\big\langle(A_k\mathbf x-M\mathbf D)^T(A_l\mathbf x+M\mathbf D)\big\rangle .
\end{equation}
Terms linear in $\mathbf x$ average to zero. The second moments are $\langle\mathbf x_i\cdot\mathbf x_j\rangle=\frac32(A^{-1})_{ij}$, so
\begin{equation}
T_{kl}=S_{kl}\,[\,3\operatorname{tr}M-2|M\mathbf D|^2\,]. \label{T}
\end{equation}
For the single cloud of the estimate, $M=(a/2)\mathbf 1$ and $\mathbf D=0$, which returns $3a$.

\subsection{Coulomb terms}

Every Coulomb distance is the length of $\mathbf v=w_1\mathbf r_1+w_2\mathbf r_2-\mathbf C$. In the product density $\mathbf v$ is Gaussian with mean $\mathbf v_0=w^T\mathbf m-\mathbf C$ and variance $q/2$ per Cartesian direction, where $q=w^TA^{-1}w$. Equation (\ref{smear}), with $d=|\mathbf v_0|$, gives
\begin{equation}
\langle\phi_k|\,|\mathbf v|^{-1}|\phi_l\rangle=S_{kl}\frac{\operatorname{erf}(|\mathbf v_0|/\sqrt q)}{|\mathbf v_0|}.
\end{equation}
The choices $w=(1,0)$ and $(0,1)$ with $\mathbf C=\mathbf C_a$ give the attractions, to be taken with a minus sign. The choice $w=(1,-1)$ with $\mathbf C=0$ gives the repulsion.

\subsection{One pair in numbers}

Take $(a,b,g)=(0.90,0.50,0.30)$, $\mathbf P=(0.80,0.10)$, $\mathbf Q=(-0.40,0.60)$ for $k$, and $(0.60,1.10,0.15)$, $(-0.30,-0.50)$, $(0.70,-0.20)$ for $l$. Then $\det A_k=0.870$, $\det A_l=0.915$ and $\det A=1.95\times2.05-0.45^2=3.795$. Equation (\ref{M}) gives
\begin{equation}
M=\begin{pmatrix}0.4613&-0.1067\\-0.1067&0.4794\end{pmatrix}.
\end{equation}
Solving for the centres gives $\mathbf D_1=(0.7128,0.6321)$ and $\mathbf D_2=(-0.6292,0.6743)$, hence $\gamma=0.8312$ and $|M\mathbf D|^2=0.4131$. The prefactor in (\ref{S}) is $0.9120$, so
\begin{align}
S_{kl}&=0.9120\,e^{-0.8312}=0.3972,\\
T_{kl}&=0.39717\,(3\times0.9407-2\times0.4131)=0.7927\ \text{hartree}.
\end{align}
Direct quadrature of the defining integrals gives the same values. Over all four kinds of element the largest difference is $4.9\times10^{-9}$ in atomic units.

\subsection{Projection}

For two electrons both exchange symmetries of the spatial function are allowed, each with its spin partner, so the ground state is the lowest state among all spatial functions. It maximizes $\langle\psi|K|\psi\rangle$ with $K=e^{-\tau H}$. The kernel of $K$ is positive, being built from positive Gaussian kinetic factors and positive potential factors. A real $\psi$ that changed sign would therefore be beaten by $|\psi|$, so a ground state has one sign, and $\psi\propto K\psi$ makes it strictly positive. Two positive functions cannot be orthogonal, so the ground state is nondegenerate. A symmetry operation maps it to a positive ground state, hence to itself. It is therefore unchanged by all of $D_{3h}$ and by electron exchange; the latter makes it a singlet.

The 12 operations of $D_{3h}$ and exchange make 24 combinations. Reflection in the molecular plane leaves every basis function unchanged because the centres lie in that plane. Twelve operations $G$ remain: three rotations and three in-plane reflections, each with or without exchange. Let $\mathcal P=\sum_GG$. Multiplying by a group element only reorders the sum, so $\mathcal P^2=12\mathcal P$. Also $\mathcal P^\dagger=\mathcal P$ and $[H,\mathcal P]=0$, so
\begin{equation}
\langle\mathcal P\phi_k|H|\mathcal P\phi_l\rangle=\langle\phi_k|H\mathcal P^2|\phi_l\rangle=12\,\langle\phi_k|H|\mathcal P\phi_l\rangle .
\end{equation}
The overlap acquires the same factor 12, which cancels from $H\mathbf c=ES\mathbf c$. Twelve images on one side suffice, instead of 144 pairs.

With five functions the projected energy is $-1.33326052$ hartree. Treating all 60 images as independent functions gives the same lowest energy to the printed digits, which shows that the lowest root of this space lies in its totally symmetric block, the one spanned by the five projected functions. Without any images the five functions give $-1.028393$ hartree. Projection here replaces 60 linear coefficients by five without loss for the ground state.

\subsection{Choosing the parameters}

The lowest root of $H\mathbf c=ES\mathbf c$ is an upper bound by the Rayleigh--Ritz principle, whatever the nonlinear parameters. These may therefore be found by random search. To rank a trial function, make it orthogonal to the current eigenvectors and normalize it. Let $h_{cc}$ be its energy, $h_i$ its couplings and $E_i$ the current eigenvalues. Eliminating the old coefficients from the enlarged eigenvalue problem gives
\begin{equation}
h_{cc}-\lambda=\sum_i\frac{h_i^2}{E_i-\lambda}.
\end{equation}
Put $\lambda=E_0-x$ and separate $i=0$, whose denominator is $x$. If $x$ is small beside the gaps $E_i-E_0$, it can be dropped from the other denominators:
\begin{equation}
x(x+G)\approx h_0^2,\qquad G=h_{cc}-E_0-\sum_{i>0}\frac{h_i^2}{E_i-E_0}.
\end{equation}
Dropping $x$ makes the subtracted sum too large, $G$ too small and the predicted lowering too large. On adding the fifth function the prediction is $-1.307977$ hartree, while diagonalization gives $-1.307940$. From the twentieth on, the printed values agree to eight decimals. The formula serves for ranking; the energies reported as results come from diagonalization.

The basis grows by taking the best of 200 random trials at each step. At 5, 10, 20, 40 and 80 functions, each function in turn is also replaced by a displaced copy if the ranking formula predicts a lower energy for the copy.

\subsection{Energies}

\begin{center}
\begin{tabular}{rcc}
$n$ & $E$ (hartree) & above yardstick ($10^{-6}$ hartree)\\
5 & $-1.3332605$ & 10575.5\\
10 & $-1.3416137$ & 2222.3\\
20 & $-1.3433075$ & 528.5\\
40 & $-1.3436523$ & 183.7\\
80 & $-1.3437713$ & 64.7
\end{tabular}
\end{center}

With this random search the answer is the upper bound $E\le-1.3437713$ hartree. It lies about $6.5\times10^{-5}$ hartree, or $14$ cm$^{-1}$, above the stated limit. The yardstick is rounded to six decimals, which leaves half a microhartree of uncertainty in that distance. The table describes this search, not the best that $n$ functions can do. A short quasi-Newton optimization of all nonlinear parameters, from other random starting functions, lowers the distances to about 5900, 1070, 220, 48 and 29 microhartree for $n=5$ to $80$, the last still unconverged. Forty well optimized functions thus already lie below the 80 of the table.

Full configuration interaction provides bounds by another route: $-1.331473$ hartree in the cc-pVDZ basis and $-1.341540$ in cc-pVTZ. The latter uses 42 orbitals, and ten projected Gaussians already lie slightly below it. The comparison is between a basis tuned to this molecule and a fixed general-purpose one, so it is not a measure of the $r_{12}$ factor alone.

Setting all $g=0$ in the final basis, with the other parameters kept, raises the energy to $-1.335617$ hartree. The factors thus contribute 8.2 millihartree in this basis. The amount depends on the basis; a better optimized set of 80 gives 7.5 millihartree. Reoptimization without the factors could recover only the smaller part of it. With in-plane centres and $g=0$, every function is even in $z_1$ and in $z_2$ separately, so correlation perpendicular to the plane is missing. Full configuration interaction restricted to orbitals even in $z$ lies 5.1 millihartree (cc-pVTZ) and 5.3 millihartree (cc-pVQZ) above the unrestricted value. About 5 millihartree of the gain is therefore out-of-plane correlation, which $p_z$-type orbitals would also supply.

\section{Comparison of estimate and solution}

The single cloud gave $-1.132$ hartree. It misses the final bound by $0.212$ hartree, or 16 per cent of the magnitude of that bound. The parts, in hartree, show how the energy is gained:
\begin{center}
\begin{tabular}{lrr}
 & one cloud & 80 functions\\
kinetic & 1.125 & 1.344\\
attraction & $-4.766$ & $-5.132$\\
electron repulsion & 0.691 & 0.626\\
nuclear repulsion & 1.818 & 1.818
\end{tabular}
\end{center}
The better function pays 0.219 hartree more kinetic energy, gains 0.366 in attraction and saves 0.065 in repulsion. Kinetic energy and attraction together account for 0.147 of the net 0.212 hartree. The change in repulsion mixes the altered density with the electrons' mutual avoidance, so it cannot be read as a correlation energy.

Scaling also relates the energy parts to the slope of the energy curve. Let $\psi$ be the exact state at side $R$, and compress it together with the triangle: $\psi_\lambda(\mathbf r)=\lambda^3\psi(\lambda\mathbf r)$ at side $R/\lambda$. With $V$ including the nuclear repulsion, its energy is
\begin{equation}
\lambda^2\langle T\rangle+\lambda\langle V\rangle\ \ge\ E(R/\lambda),
\end{equation}
with equality at $\lambda=1$. Two smooth curves that touch without crossing have equal slopes there, so
\begin{equation}
2\langle T\rangle+\langle V\rangle=-R\frac{dE}{dR}.
\end{equation}
For the 80-function state the left side is $-0.000017$ hartree. Only the order of magnitude is meaningful; a better optimized set of 80 functions gives $-0.000025$ hartree. Read as an estimate of the exact slope, this means that the triangle is very near its equilibrium size. Full configuration interaction agrees: its minimum lies at 1.653 bohr in cc-pVTZ and 1.651 bohr in cc-pVQZ.

The same sum for the single cloud is $2\times1.125-4.766+0.691+1.818=-0.007$ hartree. It is small beside the kinetic energy, although the energy is wrong by more than $0.2$ hartree. For any state the sum is the slope of $\lambda^2\langle T\rangle+\lambda\langle V\rangle$ at $\lambda=1$. For the cloud, $a\to\lambda^2a$ and $R\to R/\lambda$ in (\ref{est}) make it $2a\,\partial E/\partial a-R\,\partial E/\partial R=-0.028+0.021$, so its smallness is partly a cancellation. A small sum says that the energy is nearly stationary when state and triangle are compressed together; it does not certify the shape of the state. The evidence for the final energy is the variational bound, its convergence and the distance to the yardstick.

One more use of scaling fails instructively. Suppose each doubling of $n$ reduced the energy gain by a fixed factor. The gains from 10 to 20 and from 20 to 40 functions are $1693.8$ and $344.8$ microhartree, with ratio $\rho=0.2036$. The remaining gain would be
\begin{equation}
344.8\,\frac{\rho}{1-\rho}=88\ \text{microhartree},
\end{equation}
and the limit $-1.343740$ hartree. The bound at $n=80$ is already lower, so this extrapolation is refuted without the yardstick. Convergence depends on the optimization as well as on $n$. Growth from 40 to 80 functions gained 56 microhartree, and refining those 80 gained another 63. The final basis received two refinement passes where the smaller ones received four, and more than half of the remaining 65 microhartree is due to incomplete optimization, since 80 functions of the same form can reach 29 microhartree. The values from the random search are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Side of triangle: 1.65 bohr
Nuclear repulsion: 1.818182 hartree
Nuclei x, y (bohr): 0.952628, 0.000000; -0.476314, 0.825000; -0.476314, -0.825000
Sample pair: a, b, g (bohr^-2); Px, Py, Qx, Qy (bohr)
  0.90 0.50 0.30 0.80 0.10 -0.40 0.60
  0.60 1.10 0.15 -0.30 -0.50 0.70 -0.20
  overlap (no unit): formula 0.3971687, quadrature 0.3971687
  kinetic (hartree): formula 0.7926925, quadrature 0.7926925
  attraction (hartree): formula -2.3274292, quadrature -2.3274292
  repulsion (hartree): formula 0.4929483, quadrature 0.4929483
Largest element difference: 4.9e-09
Five-term basis: a, b, g (bohr^-2); Px, Py, Qx, Qy (bohr)
  0.2941 1.5211 0.0207 -0.1328 -0.5511 0.9183 0.1050
  0.5716 0.7576 0.0142 -0.8115 0.8287 0.4579 -0.0435
  0.5339 7.7312 0.0109 -0.3226 -0.6092 0.9207 0.0084
  0.3541 0.3368 0.6478 1.0633 0.1016 -1.1597 -0.2426
  0.3913 0.1616 0.0030 -0.3426 0.3606 0.7236 -0.0920
Five terms, no projection: -1.028393 hartree
Five terms, projected: -1.33326052 hartree
All 60 separate images: -1.33326052 hartree
Predicted and diagonalized energy on adding the n-th function:
  n = 5: -1.30797672, -1.30794021 hartree
  n = 10: -1.33859429, -1.33859427 hartree
  n = 20: -1.34258490, -1.34258490 hartree
  n = 40: -1.34343220, -1.34343220 hartree
  n = 80: -1.34370797, -1.34370797 hartree
Refined energy and distance above yardstick:
  n = 5: -1.3332605 hartree, 10575.5 microhartree
  n = 10: -1.3416137 hartree, 2222.3 microhartree
  n = 20: -1.3433075 hartree, 528.5 microhartree
  n = 40: -1.3436523 hartree, 183.7 microhartree
  n = 80: -1.3437713 hartree, 64.7 microhartree
Final basis, no projection: -1.261832 hartree
Final basis, all g = 0, not reoptimized: -1.335617 hartree
Full CI cc-pvdz, 15 orbitals: -1.331473 hartree
Full CI cc-pvtz, 42 orbitals: -1.341540 hartree
Kinetic energy: 1.343754 hartree
Electron-nuclear attraction: -5.131748 hartree
Electron repulsion: 0.626041 hartree
Virial sum 2T+V: -0.000017 hartree
Smallest normalized overlap eigenvalue: 1.4e-04
Final upper bound: -1.3437713 hartree
External yardstick: -1.343836 hartree
Final distance: 0.0000647 hartree
Final distance: 14.19 cm^-1
\end{verbatim}
